\section*{The Optimal Finite-Difference Step for Forces from Noisy Energies}

\section{Three steps, three errors}

A model bond has an energy curve that can be computed at any length, but each energy carries a random error of standard deviation 1 meV. The force at a bond length of 1.1 \AA\ is estimated from two energies, one at a slightly longer and one at a slightly shorter bond. With displacements of 0.005 \AA\ to each side, the root-mean-square (RMS) force error is 0.141 eV/\AA. With 0.029 \AA\ it is 0.030 eV/\AA. With 0.1 \AA\ it is 0.20 eV/\AA. The energies are equally good in all three cases, so the choice of step alone changes the error nearly sevenfold. Why is there a best step, and what sets it?

Let $E(r)$ be the exact, smooth energy and $F=-E'(r)$ the exact force. The computed energies at the two displaced points are $E(r\pm h)+\delta_\pm$, where $h>0$ is the displacement to each side, so that the points lie $2h$ apart. The central-difference force is
\begin{equation}
F_h=-\frac{[E(r+h)+\delta_+]-[E(r-h)+\delta_-]}{2h}.
\label{eq:fd}
\end{equation}
The errors $\delta_\pm$ are assumed to have zero mean, to be independent of each other, and to have the same standard deviation $\sigma$, whatever $h$ is. Their distribution need not be Gaussian.

\section{The two sources of error}

\subsection{Truncation}

Write $T=E'''(r)$ and $Q=E^{(5)}(r)$. Taylor expansion gives
\begin{equation}
E(r\pm h)=E\pm hE'+\frac{h^2}{2}E''\pm\frac{h^3}{6}T+\frac{h^4}{24}E^{(4)}\pm\frac{h^5}{120}Q+\dots
\end{equation}
In the difference the even terms cancel and the odd terms double:
\begin{equation}
E(r+h)-E(r-h)=2hE'+\frac{h^3}{3}T+\frac{h^5}{60}Q+\dots
\end{equation}
Division by $-2h$ gives the force without noise. Subtracting $F=-E'$ leaves the bias
\begin{equation}
b(h)=-\frac{Th^2}{6}-\frac{Qh^4}{120}-\dots
\label{eq:bias}
\end{equation}
The second derivative is absent: a parabola has the same slope at its midpoint as the chord across it. The leading error comes from the change of curvature along the bond, that is, from anharmonicity.

\subsection{Noise}

The random part of Eq.~\eqref{eq:fd} is $n=-(\delta_+-\delta_-)/(2h)$. Variances of independent quantities add, also when the quantities are subtracted, so $\delta_+-\delta_-$ has variance $2\sigma^2$ and
\begin{equation}
\langle n^2\rangle=\frac{2\sigma^2}{(2h)^2}=\frac{\sigma^2}{2h^2}.
\label{eq:noise}
\end{equation}
A short step makes the true energy difference small while its error stays the same size, and the division by $2h$ magnifies that error.

\section{Leading-order optimum}

The total error is $b+n$. Since $b$ is a fixed number and $\langle n\rangle=0$, the cross term $2b\langle n\rangle$ vanishes and the squares add. With the leading term of Eq.~\eqref{eq:bias}, the mean square error is
\begin{equation}
M(h)=\frac{T^2h^4}{36}+\frac{\sigma^2}{2h^2}.
\label{eq:M}
\end{equation}
Its derivative is
\begin{equation}
M'(h)=\frac{T^2h^3}{9}-\frac{\sigma^2}{h^3}
=\frac{T^2}{9h^3}\left(h^6-\frac{9\sigma^2}{T^2}\right).
\end{equation}
For $T\neq0$ this is negative below the root of the bracket and positive above it. The root is therefore the global minimum of Eq.~\eqref{eq:M}:
\begin{equation}
h_*=\left(\frac{3\sigma}{|T|}\right)^{1/3}.
\label{eq:hstar}
\end{equation}
The units agree: energy divided by energy per cubed length is a cubed length.

To find the error at the minimum, use $\sigma^2=T^2h_*^6/9$. The noise variance becomes $T^2h_*^4/18$, which is twice the squared bias $T^2h_*^4/36$. The sum is
\begin{equation}
M(h_*)=\frac{T^2h_*^4}{36}(1+2)=\frac{T^2h_*^4}{12}.
\end{equation}
Taking the root and inserting Eq.~\eqref{eq:hstar},
\begin{equation}
\Delta_*=\frac{|T|h_*^2}{2\sqrt3}
=\frac{|T|}{2\sqrt3}\,\frac{3^{2/3}\sigma^{2/3}}{|T|^{2/3}}
=\frac{3^{1/6}}{2}\left(\sigma^2|T|\right)^{1/3}.
\label{eq:dstar}
\end{equation}
The force error falls only as $\sigma^{2/3}$, because the gain from quieter energies is shared between less noise and a shorter step.

\section{A Morse bond}

The model curve is
\begin{equation}
E=D(1-u)^2=D(1-2u+u^2),\qquad u=e^{-a(r-r_e)}.
\end{equation}
Each derivative multiplies $u$ by $-a$ and $u^2$ by $-2a$. Hence
\begin{align}
E'&=D(2au-2au^2)=2aDu(1-u),\\
T&=D(2a^3u-8a^3u^2)=2Da^3u(1-4u),\label{eq:TM}\\
Q&=D(2a^5u-32a^5u^2)=2Da^5u(1-16u).\label{eq:QM}
\end{align}
The round parameters are $D=4$ eV, $a=2$ \AA$^{-1}$ and $r_e=1$ \AA, with $\sigma=0.001$ eV. At $r=1.1$ \AA, $u=e^{-0.2}=0.8187$, so
\begin{align}
F&=-2(2)(4)(0.8187)(0.1813)=-2.375\ \text{eV/\AA},\\
T&=2(4)(8)(0.8187)(1-3.2748)=-119.2\ \text{eV/\AA}^3,\\
Q&=2(4)(32)(0.8187)(1-13.099)=-2536\ \text{eV/\AA}^5.
\end{align}
The negative force pulls the stretched bond together. Equation~\eqref{eq:hstar} gives
\begin{equation}
h_*=\left(\frac{0.003}{119.2}\right)^{1/3}\text{\AA}=0.0293\ \text{\AA}=0.0554\ \text{bohr},
\end{equation}
and Eq.~\eqref{eq:dstar} gives
\begin{equation}
\Delta_*=\frac{119.2\,(0.02931)^2}{2\sqrt3}\ \text{eV/\AA}=0.0296\ \text{eV/\AA},
\end{equation}
or $5.75\times10^{-4}$ hartree/bohr. This is 1.2\% of the magnitude of the exact force.

The errors below are in eV/\AA. Bias, noise and total follow from the leading-order formulas; the last column is the RMS error of 400\,000 simulated pairs of noisy energies.
\begin{center}
\begin{tabular}{ccccc}
$h$ (\AA) & bias & noise & total & simulated\\
0.0050 & 0.0005 & 0.1414 & 0.1414 & 0.1413\\
0.0147 & 0.0043 & 0.0483 & 0.0484 & 0.0484\\
0.0293 & 0.0171 & 0.0241 & 0.0296 & 0.0296\\
0.0586 & 0.0682 & 0.0121 & 0.0693 & 0.0696\\
0.1000 & 0.1987 & 0.0071 & 0.1988 & 0.2009
\end{tabular}
\end{center}
The shortest step fails through noise and the longest through bias. The bias is positive because $T<0$; it makes the attraction look too weak. Minimizing the simulated error directly, without using $T$, gives a step of 0.0293 \AA.

At the equilibrium length $u=1$ and $T=-6Da^3$, so the best step takes the form
\begin{equation}
h_*=\left(\frac{3\sigma}{6Da^3}\right)^{1/3}=\frac1a\left(\frac{\sigma}{2D}\right)^{1/3},
\end{equation}
which is 0.025 \AA\ here. The exact force vanishes at this point, but the leading bias is $-Th_*^2/6=Da^3h_*^2=0.020$ eV/\AA. The finite difference thus reports a small repulsive force on average where there is none.

\section{The cost of a wrong step}

Put $h=\lambda h_*$ in Eq.~\eqref{eq:M} and again replace $\sigma^2$ by $T^2h_*^6/9$:
\begin{equation}
M(\lambda h_*)=\frac{T^2h_*^4}{36}\left(\lambda^4+\frac{2}{\lambda^2}\right).
\end{equation}
Division by $M(h_*)=3T^2h_*^4/36$ gives the growth of the RMS error,
\begin{equation}
\frac{\Delta(\lambda h_*)}{\Delta_*}=\sqrt{\frac{\lambda^4+2/\lambda^2}{3}}.
\end{equation}
Half the best step costs a factor 1.64, and twice the best step costs 2.35. If the step must be guessed, a factor of two too short is less harmful than a factor of two too long.

In practice $T$ is not known in advance, but the cube root is forgiving. If $|T|$ is overestimated by a factor of two, $\lambda=2^{-1/3}=0.794$ and the error grows by 9\%. If it is underestimated by the same factor, $\lambda=2^{1/3}=1.260$ and the error grows by 12\%. An estimate of $|T|$ that is good to within a factor of two therefore costs at most about 12\% at this order.

\section{First correction}

The next term of Eq.~\eqref{eq:bias} shows how the cube-root law begins to fail. Factor the bias as
\begin{equation}
b=-\frac{Th^2}{6}\left(1+\kappa h^2+\dots\right),\qquad \kappa=\frac{Q}{20T},
\end{equation}
where $\kappa$ follows from $(Q/120)/(T/6)=Q/(20T)$. Squaring and keeping the first correction,
\begin{equation}
M(h)=\frac{T^2h^4}{36}\left(1+2\kappa h^2\right)+\frac{\sigma^2}{2h^2}.
\end{equation}
The new term is $\kappa T^2h^6/18$, with derivative $\kappa T^2h^5/3$. The condition $M'=0$ becomes
\begin{equation}
\frac{T^2h^3}{9}\left(1+3\kappa h^2\right)=\frac{\sigma^2}{h^3}
\quad\Longrightarrow\quad
h^6\left(1+3\kappa h^2\right)=h_*^6.
\end{equation}
Set $h=h_*(1+\eta)$ with small $\eta$. To first order, $1+6\eta+3\kappa h_*^2=1$, so $\eta=-\kappa h_*^2/2$ and
\begin{equation}
h_{\rm opt}=h_*\left(1-\frac{Qh_*^2}{40T}+\dots\right).
\label{eq:corr}
\end{equation}

The least error also changes. Since $M'$ vanishes at $h_*$ at leading order, moving the step by $\eta h_*$ has no first-order effect on $M$. It is enough to evaluate the new term at $h_*$:
\begin{equation}
M_{\min}=\frac{T^2h_*^4}{12}+\frac{\kappa T^2h_*^6}{18}
=\frac{T^2h_*^4}{12}\left(1+\frac{2}{3}\kappa h_*^2\right).
\end{equation}
The square root halves the relative correction, so
\begin{equation}
\Delta_{\min}=\Delta_*\left(1+\frac{Qh_*^2}{60T}+\dots\right).
\label{eq:dcorr}
\end{equation}

For the Morse bond at 1.1 \AA, $Q/T=21.3$ \AA$^{-2}$. With $\sigma=1$ meV the predicted relative shift of the step is $-4.57\times10^{-4}$; minimizing with the full finite-difference bias gives $-4.56\times10^{-4}$. With a hundred times the noise, $\sigma=0.1$ eV, $h_*=0.1360$ \AA\ and Eq.~\eqref{eq:corr} predicts a shift of $-0.98\%$. The minimum is found at 0.1347 \AA, a shift of $-0.95\%$. The least error there is 0.641 eV/\AA\ against 0.637 eV/\AA\ from the leading formula, an increase of 0.65\%, where Eq.~\eqref{eq:dcorr} predicts 0.66\%. The same $\kappa$ explains the last row of the table: at $h=0.1$ \AA\ the bias exceeds its leading term by about $\kappa h^2=1.1\%$, as the simulated error does.

The expansion needs $|\kappa|h_*^2\ll1$, and the later terms must be small too. For the Morse curve each further odd derivative multiplies the $u$ term by $a^2$ and the $u^2$ term by $4a^2$. Equations~\eqref{eq:TM} and \eqref{eq:QM} give $\kappa=a^2(1-16u)/[20(1-4u)]$, which is $0.27a^2$ at 1.1 \AA, so away from the zero of $T$ the condition is $ah_*\ll1$. This locates the minimum near $h_*$, which need not be the deepest one. The full Morse bias is $b=2aD\{u^2[\sinh(2ah)/(2ah)-1]-u[\sinh(ah)/(ah)-1]\}$; for $u<1/4$ it is negative at short steps and positive at long ones, so it passes through zero and leaves only the noise there. At $r=1.8$ \AA\ and $\sigma=1$ meV the error is 0.0081 eV/\AA\ at the minimum near $h_*$ (0.108 \AA) but 0.0012 eV/\AA\ at a second minimum at 0.60 \AA. That cancellation can be found only from the shape of the whole curve. Between $\sigma=10^{-6}$ and $10^{-3}$ eV the numerical minima follow $h\propto\sigma^{0.3333}$ and $\Delta\propto\sigma^{0.6667}$. At $\sigma=10^{-6}$ eV, varying the bond length between 0.8 and 1.4 \AA\ gives $h\propto|T|^{-0.3333}$.

\section{Where the third derivative vanishes}

By Eq.~\eqref{eq:TM}, $T=0$ at $u=1/4$, that is, at $r=r_e+(\ln4)/a=1.693$ \AA. Equation~\eqref{eq:hstar} then diverges, because the term that should limit the step has gone. The next one, $-Qh^4/120$, takes its place:
\begin{equation}
M(h)=\frac{Q^2h^8}{14400}+\frac{\sigma^2}{2h^2},\qquad
M'(h)=\frac{Q^2h^7}{1800}-\frac{\sigma^2}{h^3}.
\end{equation}
Setting $M'=0$ gives $h^{10}=1800\,\sigma^2/Q^2$. Since $\sqrt{1800}=30\sqrt2$,
\begin{equation}
h_*^{(T=0)}=\left(\frac{30\sqrt2\,\sigma}{|Q|}\right)^{1/5}.
\end{equation}
Here $Q=2(4)(32)(0.25)(1-4)=-192$ eV/\AA$^5$, and the formula gives 0.186 \AA; the minimum with the full bias lies at 0.185 \AA. The least error is 0.0043 eV/\AA, about a seventh of that at 1.1 \AA, because a long step suppresses the noise while the bias stays small.

\section{Other kinds of energy error}

\subsection{Monte Carlo averages}

Suppose each energy is the mean of $N$ independent samples with standard deviation $s$. Then $\sigma=s/\sqrt N$, and Eqs.~\eqref{eq:hstar} and \eqref{eq:dstar} give
\begin{equation}
h_*\propto N^{-1/6},\qquad \Delta_*\propto N^{-1/3}.
\end{equation}
Halving the force error takes eight times the samples, with the step shortened by $8^{1/6}=\sqrt2$. If the step is left unchanged, the bias remains however many samples are taken.

A simulation with uniformly distributed noise and $s=0.010$ eV gives 0.0691 eV/\AA\ for $N=8$ and 0.0342 eV/\AA\ for $N=64$, a ratio of 2.017. The excess over 2 is compatible with sampling scatter. At the optimum $\langle n^2\rangle=2b^2$, and for nearly Gaussian means the squared error $(b+n)^2$ has mean $3b^2$ and variance $4b^2(2b^2)+2(2b^2)^2=16b^4$. Averaged over the 40\,000 simulated forces, its relative uncertainty is $(4/3)/200=0.67\%$. That is 0.33\% for each RMS error and 0.47\% for their ratio, so the observed excess of 0.85\% is 1.8 standard errors.

\subsection{Correlated errors}

If $\delta_+$ and $\delta_-$ have correlation coefficient $\rho$, the variance of their difference is $2\sigma^2-2\rho\sigma^2=2\sigma^2(1-\rho)$. For $\rho$ independent of $h$, all the results hold with $\sigma$ replaced by $\sigma\sqrt{1-\rho}$. A correlation of 0.75 halves the force noise at a given step.

If $\rho$ depends on $h$, the balance itself changes. Should $1-\rho$ fall as $h^2$ at short steps, the noise variance $\sigma^2(1-\rho)/(2h^2)$ would tend to a constant. Short steps would then carry no growing noise penalty, and the cube-root law would not apply.

\subsection{Bounded errors}

An energy error from incomplete convergence may not be random at all. If it is known only that $|\delta_\pm|\le\varepsilon$, the noise part of the force is at most $2\varepsilon/(2h)=\varepsilon/h$. This is reached when both errors have magnitude $\varepsilon$ and opposite signs, and one of the two sign choices adds to the bias. The worst-case error at leading order is
\begin{equation}
W(h)=\frac{|T|h^2}{6}+\frac{\varepsilon}{h},\qquad
W'(h)=\frac{|T|h}{3}-\frac{\varepsilon}{h^2}.
\end{equation}
The minimum lies at $h^3=3\varepsilon/|T|$, the same form as Eq.~\eqref{eq:hstar} with $\varepsilon$ in place of $\sigma$. There $\varepsilon/h=|T|h^2/3$, so
\begin{equation}
W_{\min}=\frac{|T|h^2}{2}=\frac{|T|}{2}\left(\frac{3\varepsilon}{|T|}\right)^{2/3}
=\left(\frac{9\varepsilon^2|T|}{8}\right)^{1/3}.
\end{equation}
For $\varepsilon=1$ meV at 1.1 \AA\ this is 0.051 eV/\AA. It is the smallest guaranteed limit on the error at this order, not a typical error. The numerical check confirms it by trying all sign combinations of errors at the bound.

\section*{Computed results}
\begin{verbatim}
Morse D = 4.0 eV, a = 2.0 1/A, re = 1.0 A
r = 1.10 A, sigma = 0.0010 eV
u at r = 0.8187
exact force = -2.3746 eV/A
third derivative T = -119.20 eV/A^3
fifth derivative Q = -2536.0 eV/A^5
best step: formula 0.02931 A = 0.05538 bohr
best step: exact bias 0.02929 A, simulated 0.02928 A
least RMS error: formula 0.02955 eV/A = 5.747e-04 Ha/bohr
least RMS error: exact bias 0.02956, simulated 0.02956 eV/A
relative shift of best step: found -4.56e-04, predicted -4.57e-04
h (A) | bias | noise | RMS formula | RMS simulated (eV/A)
0.00500 | 0.00050 | 0.14142 | 0.14142 | 0.14134
0.01465 | 0.00427 | 0.04826 | 0.04845 | 0.04842
0.02931 | 0.01706 | 0.02413 | 0.02955 | 0.02956
0.05861 | 0.06825 | 0.01206 | 0.06931 | 0.06956
0.10000 | 0.19867 | 0.00707 | 0.19880 | 0.20093
step factor 0.500: error factor formula 1.639, simulated 1.638
step factor 2.000: error factor formula 2.345, simulated 2.353
step factor 0.794: error factor formula 1.091, simulated 1.091
step factor 1.260: error factor formula 1.122, simulated 1.123
sigma (eV) | h formula | h found (A) | RMS formula | found (eV/A)
1e-05 | 0.00631 | 0.00631 | 0.00137 | 0.00137
1e-04 | 0.01360 | 0.01360 | 0.00637 | 0.00637
1e-03 | 0.02931 | 0.02929 | 0.02955 | 0.02956
1e-02 | 0.06314 | 0.06300 | 0.13717 | 0.13736
1e-01 | 0.13602 | 0.13472 | 0.63668 | 0.64079
exponents in sigma: step 0.3333, error 0.6667
exponent of step in |T|: -0.3333
best step at re: formula 0.02500 A, found 0.02499 A
bounded errors, bound 0.0010 eV: best step 0.02929 A
least worst-case error: formula 0.05119, found 0.05120 eV/A
correlation 0.75: force noise times 0.500
8 samples of spread 0.010 eV: h 0.04464 A, RMS 0.06906 eV/A
64 samples of spread 0.010 eV: h 0.03157 A, RMS 0.03424 eV/A
error ratio for 8 times the samples: 2.017
T = 0 at r = 1.6931 A, Q = -192.0 eV/A^5
best step there: formula 0.1857 A, found 0.1850 A
least RMS error there: 0.00427 eV/A
\end{verbatim}
